\section*{Principal thermal axes and largest heat-flux tilt in a monoclinic crystal}

\section*{Question}

I am estimating heat spreading in a monoclinic ultra-wide-gap crystal. My model conductivity tensor, with $x$ along $a$, $y$ along the twofold axis $b$ and $z$ along $c^*$ (so the axes are orthogonal), is
\begin{equation}
K=\begin{pmatrix}k_{xx}&0&k_{xz}\\0&k_{yy}&0\\k_{xz}&0&k_{zz}\end{pmatrix}
=\begin{pmatrix}11&0&1.5\\0&24&0\\1.5&0&15\end{pmatrix}\ \mathrm{W/(m\,K)} .
\end{equation}
I need the principal thermal axes and the largest angle between temperature gradient and heat flux. Three things stop me.

First, $\tfrac12\arctan[2k_{xz}/(k_{xx}-k_{zz})]$ gives $-18.4^\circ$, which I took for the axis of high conductivity in the $xz$ plane, but the conductivity along it comes out low. Second, Fourier's law has a minus sign, so along a principal axis the angle between $\nabla T$ and $\mathbf q$ is $180^\circ$. Is that the ``largest angle''? Third, since the off-diagonal component couples only $x$ and $z$, I would look for the largest tilt in the $xz$ plane. Is that justified?

\section*{Answer}

The arctangent has lost a sign, the angle needs a better definition, and the restriction to the $xz$ plane is not justified for your tensor.

\subsection*{What the tensor may contain}

Fourier's law is $\mathbf q=-K\nabla T$. The twofold rotation about $b$ is $R=\mathrm{diag}(-1,1,-1)$, and it changes each component into $R_{ii}R_{jj}K_{ij}$. The $xy$, $yx$, $yz$ and $zy$ components change sign, yet the crystal is unchanged, so they vanish. The $xz$ and $zx$ components survive. Rotation symmetry does not make them equal; Onsager reciprocity does, in the absence of a magnetic field and of magnetic order.

I also take $K$ to be positive definite, so that heat has a component down every nonzero gradient. This requires $k_{xx}>0$, $k_{yy}>0$ and $k_{xx}k_{zz}>k_{xz}^2$. Here $k_{xx}k_{zz}-k_{xz}^2=165-2.25=162.75$ in units of $(\mathrm{W/(m\,K)})^2$, so the condition holds.

\subsection*{Principal axes}

The $y$ column of $K$ has one nonzero entry, so $b$ is a principal axis with conductivity $k_{yy}$. For the other two, take the perpendicular unit vectors
\begin{equation}
\mathbf u=(\cos\theta,0,\sin\theta),\qquad \mathbf w=(-\sin\theta,0,\cos\theta),
\end{equation}
with $\theta$ measured from $x$ toward $z$. Then
\begin{equation}
K\mathbf u=(k_{xx}\cos\theta+k_{xz}\sin\theta,\;0,\;k_{xz}\cos\theta+k_{zz}\sin\theta).
\end{equation}
Define $m=(k_{xx}+k_{zz})/2$ and $d=(k_{xx}-k_{zz})/2$. Taking the products with $\mathbf w$ and $\mathbf u$ gives
\begin{align}
\mathbf w\cdot K\mathbf u&=k_{xz}(\cos^2\theta-\sin^2\theta)-(k_{xx}-k_{zz})\sin\theta\cos\theta\nonumber\\
&=k_{xz}\cos2\theta-d\sin2\theta,\\
\mathbf u\cdot K\mathbf u&=k_{xx}\cos^2\theta+k_{zz}\sin^2\theta+2k_{xz}\sin\theta\cos\theta\nonumber\\
&=m+d\cos2\theta+k_{xz}\sin2\theta .
\end{align}
The vector $\mathbf u$ is principal when $K\mathbf u$ has no component along $\mathbf w$, that is, when $(\cos2\theta,\sin2\theta)$ is parallel or antiparallel to $(d,k_{xz})$. With $r=\sqrt{d^2+k_{xz}^2}>0$, the parallel choice is
\begin{equation}
\cos2\theta=\frac dr,\qquad \sin2\theta=\frac{k_{xz}}r,
\end{equation}
and it gives $\mathbf u\cdot K\mathbf u=m+(d^2+k_{xz}^2)/r=m+r$. The antiparallel choice gives $m-r$. Hence
\begin{equation}
k_\pm=m\pm r,\qquad \theta_+=\tfrac12\,\mathrm{atan2}(2k_{xz},\,k_{xx}-k_{zz}).
\end{equation}
The function atan2 uses the signs of both arguments. The plain arctangent sees their ratio alone and cannot distinguish the two choices. If $r=0$, every direction in the $xz$ plane is principal.

For your numbers $m=13$, $d=-2$ and $r=\sqrt{4+2.25}=2.5$, all in W/(m\,K). Since $d<0$ and $k_{xz}>0$, $2\theta_+$ lies in the second quadrant: $2\theta_+=143.13^\circ$. The principal conductivities and axes are therefore

\begin{itemize}
\item $k_+=15.5$ W/(m\,K), at $71.57^\circ$ from $x$ toward $z$;
\item $k_-=10.5$ W/(m\,K), at $-18.43^\circ$, along $(0.949,0,-0.316)$;
\item $k_{yy}=24$ W/(m\,K), along $b$.
\end{itemize}

Your $-18.4^\circ$ was a correct principal axis, but it belongs to $k_-$.

\subsection*{Which angle to maximize}

Let $\mathbf g$ be the unit vector along $-\nabla T$. The flux is then $\mathbf q=|\nabla T|\,K\mathbf g$. The useful angle is the misalignment $\delta$ between $\mathbf q$ and $-\nabla T$:
\begin{equation}
\cos\delta=\frac{\mathbf g\cdot K\mathbf g}{|K\mathbf g|}.
\end{equation}
The angle $\delta$ is zero along a principal axis. The literal angle between $\nabla T$ and $\mathbf q$ is $180^\circ-\delta$; its maximum is always $180^\circ$ and carries no information about the anisotropy.

\subsection*{The largest misalignment}

Let $K_1$ and $K_3$ be the largest and smallest of all three principal conductivities, with unit axes $\mathbf e_1$ and $\mathbf e_3$, and let $K_2$ be the remaining one. If $g_i$ are the components of $\mathbf g$ along the principal axes, then
\begin{equation}
\sum_i g_i^2(K_i-K_1)(K_i-K_3)\le0,
\end{equation}
because the first bracket is never positive and the second never negative. Multiply out, using $\sum g_i^2=1$, $\sum K_i g_i^2=\mathbf g\cdot K\mathbf g$ and $\sum K_i^2g_i^2=|K\mathbf g|^2$:
\begin{equation}
|K\mathbf g|^2+K_1K_3\le(K_1+K_3)\,\mathbf g\cdot K\mathbf g .
\label{eq:upper}
\end{equation}
The left side has a lower bound, because $(|K\mathbf g|-\sqrt{K_1K_3})^2\ge0$ means
\begin{equation}
|K\mathbf g|^2+K_1K_3\ge2|K\mathbf g|\sqrt{K_1K_3}.
\label{eq:lower}
\end{equation}
Combine the two and divide by the positive quantity $(K_1+K_3)|K\mathbf g|$:
\begin{equation}
\cos\delta\ge\frac{2\sqrt{K_1K_3}}{K_1+K_3}.
\end{equation}
The cosine is positive, so $\delta<90^\circ$, and a lower bound on the cosine is an upper bound on $\delta$. At the bound,
\begin{equation}
\sin^2\delta=1-\frac{4K_1K_3}{(K_1+K_3)^2}=\frac{(K_1-K_3)^2}{(K_1+K_3)^2}.
\end{equation}

It remains to show that the bound is reached. Assume $K_1>K_3$ and try $\mathbf g=\alpha\mathbf e_1+\gamma\mathbf e_3$. With no component along the intermediate axis, \eqref{eq:upper} is an equality. Equality in \eqref{eq:lower} needs $|K\mathbf g|^2=K_1K_3$. Since $\gamma^2=1-\alpha^2$,
\begin{align}
K_1^2\alpha^2+K_3^2(1-\alpha^2)&=K_1K_3,\nonumber\\
(K_1-K_3)(K_1+K_3)\,\alpha^2&=K_3(K_1-K_3),\nonumber\\
\alpha^2=\frac{K_3}{K_1+K_3},\qquad \gamma^2&=\frac{K_1}{K_1+K_3}.
\end{align}
Both squares lie between 0 and 1, so such directions exist, and
\begin{equation}
\boxed{\;\sin\delta_{\max}=\frac{K_1-K_3}{K_1+K_3}\;}
\end{equation}

The gradient line makes an angle with $\mathbf e_1$ whose tangent is $|\gamma/\alpha|=\sqrt{K_1/K_3}$. For the flux the tangent is $K_3|\gamma|/(K_1|\alpha|)=\sqrt{K_3/K_1}$. These tangents are reciprocal, so the two angles add to $90^\circ$: gradient and flux lie symmetrically about the $45^\circ$ line, with the flux nearer the well-conducting axis.

\subsection*{Your tensor, in space and in the plane}

Here $K_1=k_{yy}=24$ and $K_3=k_-=10.5$ W/(m\,K), so
\begin{equation}
\sin\delta_{\max}=\frac{24-10.5}{24+10.5}=0.3913,\qquad \delta_{\max}=23.0^\circ\;(0.402\ \mathrm{rad}).
\end{equation}
The literal angle between $\nabla T$ and $\mathbf q$ is then $157.0^\circ$. The vector $-\nabla T$ lies $56.5^\circ$ from $b$, in the plane of $b$ and the $k_-$ axis, and the flux lies $33.5^\circ$ from $b$. With $\alpha=\sqrt{10.5/34.5}$ and $\gamma=\sqrt{24/34.5}$, one such pair of unit vectors is
\begin{equation}
\mathbf g=(0.79,\,0.55,\,-0.26),\qquad \hat{\mathbf q}=(0.52,\,0.83,\,-0.17).
\end{equation}
Changing the relative sign of $\alpha$ and $\gamma$ gives a second gradient line. Reversing $\mathbf g$ reverses the flux and leaves $\delta$ unchanged.

If the gradient is confined to the $xz$ plane, the same proof applies with $k_+$ and $k_-$ as the two extremes:
\begin{equation}
\sin\delta_{xz}=\frac{k_+-k_-}{k_++k_-}=\frac rm=\frac{2.5}{13}=0.1923,\qquad \delta_{xz}=11.1^\circ .
\end{equation}
One solution has $-\nabla T$ at $21.0^\circ$ and flux at $32.1^\circ$ from $x$; the other has them at $122.1^\circ$ and $111.0^\circ$. In both, the flux is turned toward the $k_+$ axis at $71.6^\circ$.

So the planar answer is less than half the spatial one. A zero off-diagonal component between $b$ and the plane means that $b$ is principal. It does not prevent misalignment when the gradient is oblique to $b$. The planar maximum is the overall maximum when $k_-\le k_{yy}\le k_+$. Outside that range, $k_{yy}$ replaces one extreme and increases $K_1/K_3$, and with it $\delta_{\max}$.

Direct searches over directions give the same two angles for your tensor. The formulas also agree with searches on 36 random tensors, with $k_{yy}$ above, between and below the in-plane values; see the numerical output.

\subsection*{What the tilt does to the heat flow}

At the overall maximum, per unit gradient, the flux has magnitude $\sqrt{K_1K_3}$. Multiplying by $\cos\delta_{\max}$ and $\sin\delta_{\max}$ gives its parts along and across $-\nabla T$:
\begin{equation}
\kappa_\parallel=\frac{2K_1K_3}{K_1+K_3},\qquad
\kappa_\perp=\sqrt{K_1K_3}\,\frac{K_1-K_3}{K_1+K_3}.
\end{equation}
For a gradient of $1$ K/$\mu$m the flux is $15.9$ MW/m$^2$, with $14.6$ MW/m$^2$ along $-\nabla T$ and $6.2$ MW/m$^2$ across it.

In a wide uniform slab with isothermal faces, away from its edges, the temperature varies only along the normal. The gradient direction is therefore imposed and the flux leans. If the normal is cut along $\mathbf g$, the slab's apparent conductivity is $\kappa_\parallel$, the harmonic mean of $K_1$ and $K_3$. In a long thin bar with insulated sides the flux direction is imposed instead, and the gradient leans. Since $K$ is invertible, the possible gradient--flux pairs are the same, and so is the largest misalignment.

\subsection*{Limits and conditions}

If $K_1=K_3$, the crystal is thermally isotropic and $\delta$ vanishes for every gradient. If $K_3/K_1\to0$, $\delta_{\max}$ approaches $90^\circ$. Setting $k_{xz}=0$ aligns the principal axes with $x,y,z$, but a gradient that is not along a principal axis is still misaligned with its flux. The misalignment vanishes for every gradient only if all three conductivities are equal. If two principal values coincide at one extreme, for example $k_{yy}=k_+$, the axis $\mathbf e_1$ can be chosen anywhere in a plane, and the optimal gradients form a cone about the remaining axis.

All this assumes a local, linear Fourier law. If $K$ depends on temperature, the result holds point by point with the local tensor. It does not apply where heat carriers cross the device without enough scattering to define a local conductivity. A magnetic field can give $K$ an antisymmetric part. At first order in the field, a component along $b$ allows $k_{xz}\neq k_{zx}$, while a component in the $xz$ plane breaks the twofold symmetry and allows antisymmetric $xy$ and $yz$ entries, so that $b$ need no longer be principal. In either case the symmetric diagonalization used here, and with it the boxed formula, no longer applies.

\section*{Table of computed values}
\begin{verbatim}
kxx, kyy, kzz, kxz = 11.0, 24.0, 15.0, 1.5 W/(m K)
in-plane mean m = 13.000 W/(m K)
in-plane radius r = 2.500 W/(m K)
k_plus = 15.500 W/(m K)
k_minus = 10.500 W/(m K)
determinant kxx*kzz - kxz^2 = 162.750 (W/(m K))^2
2*theta = 143.130 deg
k_plus axis from x toward z: theta = 71.565 deg
k_minus axis from x toward z = -18.435 deg
k_plus axis (x,y,z) = (0.3162, 0.0000, 0.9487)
k_minus axis (x,y,z) = (0.9487, -0.0000, -0.3162)
plain arctangent angle = -18.435 deg
conductivity on that axis = 10.500 W/(m K)
K1 = 24.000, K3 = 10.500 W/(m K)
sin(delta_max), all directions = 0.39130
delta_max, all directions, formula = 23.036 deg
delta_max, all directions, search = 23.036 deg
delta_max = 0.4020 rad
literal angle of grad T and q there = 156.964 deg
-grad T from b axis = 56.518 deg
flux from b axis = 33.482 deg
first unit vector along -grad T = (0.7913, 0.5517, -0.2638)
second unit vector along -grad T = (-0.7913, 0.5517, 0.2638)
first unit vector along flux = (0.5234, 0.8341, -0.1745)
flux magnitude at 1 K/um = 15.875 MW/m^2
flux along -grad T at 1 K/um = 14.609 MW/m^2
flux across -grad T at 1 K/um = 6.212 MW/m^2
sin(delta_max), xz plane only = 0.19231
delta_max, xz plane, formula = 11.087 deg
delta_max, xz plane, search = 11.087 deg
xz plane: -grad T from k_plus axis = 50.544 deg
xz-plane solution 1, angles from x: -grad T 21.021, flux 32.109 deg
xz-plane solution 2, angles from x: -grad T 122.109, flux 111.021 deg
random tensors searched = 36
largest search-formula difference = 2.2e-16 rad
\end{verbatim}
